\section*{Temperature condition for a Cabrera–Mott limiting oxide thickness}

\section*{Question}

A metal carries a uniform oxide film of thickness $X$. Electrons cross the film and charge its outer surface negatively, which sets up a potential difference of magnitude $V$, the Mott potential. The resulting field points from the metal to the outer surface and helps metal ions of charge $+ze$ to enter the oxide. To enter, an ion must pass a barrier of height $W$ in zero field; the barrier top lies a distance $a$ from the well in which the ion starts.

Assume that this injection step controls growth, that injected ions do not return, that the field is uniform, and that $V$ does not depend on $X$. The rate prefactor $u_0$ and the barrier $W$ do not depend on temperature. Growth is said to have stopped when its rate has fallen to $v_s$. Use
\[
W=1.2\ \text{eV},\qquad u_0=100\ \text{m/s},\qquad v_s=10^{-15}\ \text{m/s}.
\]
For numerical thicknesses take the rough, round values $z=3$, $a=0.15$ nm and $V=1.5$ V, intended for a thin oxide on aluminium. Energies are in eV, and $k=8.61733\times10^{-5}$ eV/K.

\section*{(a) Growth law}

\textbf{Derive the growth rate $v(X,T)$ to first order in the field. For a cosine barrier, find the first correction to the barrier height.}

\subsection*{Model answer}

Let there be $N$ injection sites per unit area, each with attempt frequency $\nu$, and let each injected ion add an oxide volume $\Omega$. An attempt succeeds with probability $\exp(-W_E/kT)$, where $W_E$ is the barrier in the field. The thickness therefore grows at the rate
\[
v=N\Omega\nu\,e^{-W_E/kT}=u_0e^{-W_E/kT},\qquad u_0=N\Omega\nu .
\]
The field is $E=V/X$. Between well and barrier top it does work $w=zeaE$ on the ion, so to first order $W_E=W-w$ and
\begin{equation}
v(X,T)=u_0\exp\!\left[-\frac{W-zeaV/X}{kT}\right].
\label{law}
\end{equation}

For the correction, write the ion's position as $x=a\theta/\pi$ and its energy as
\[
U(\theta)=\frac W2(1-\cos\theta)-\frac{w\theta}{\pi}.
\]
Setting $dU/d\theta=0$ gives $\sin\theta=s$ with $s=2w/(\pi W)$. The well is at $\theta_1=\arcsin s$ and the top at $\theta_2=\pi-\arcsin s$. Since $\cos\theta_1=-\cos\theta_2=\sqrt{1-s^2}$,
\begin{align*}
W_E&=U(\theta_2)-U(\theta_1)\\
&=W\sqrt{1-s^2}-w+\frac{2w}{\pi}\arcsin s\\
&\simeq W-\frac{Ws^2}{2}-w+Ws^2
=W-w+\frac{2w^2}{\pi^2W}.
\end{align*}
The third line uses $2w/\pi=Ws$ and $\arcsin s\simeq s$. The correction is positive because the field moves the well and the top towards each other, which shortens the path over which it does work. It vanishes faster than $w$ in weak field.

\section*{(b) Limiting thickness}

\textbf{Find the thickness $X_L$ at which the rate (\ref{law}) equals $v_s<u_0$, and the condition for it to exist.}

\subsection*{Model answer}

Put $v=v_s$, divide by $u_0$ and take logarithms. With $L=\ln(u_0/v_s)$,
\[
-L=-\frac{W-zeaV/X_L}{kT}
\quad\Longrightarrow\quad
\frac{zeaV}{X_L}=W-kTL .
\]
Hence
\begin{equation}
X_L=\frac{zeaV}{W-kTL}.
\label{XL}
\end{equation}
The numerator is positive, so a finite positive thickness exists if and only if $W>kTL$.

The rate itself shows why. Differentiating (\ref{law}),
\[
\frac{\partial v}{\partial X}=-\frac{zeaV}{kTX^2}\,v<0 ,
\]
so the rate falls steadily as the film thickens and the field weakens. It does not fall to zero, but approaches
\[
v_\infty=u_0e^{-W/kT},
\]
the rate of purely thermal injection. If $v_\infty<v_s$, the rate crosses $v_s$ once. If $v_\infty>v_s$, it stays above $v_s$ at every thickness. If the two are equal, $v_s$ is approached only as $X\to\infty$.

\section*{(c) The temperature limit}

\textbf{Show that the given barrier permits a limiting thickness only below about 356 K. How sensitive is this temperature to the data?}

\subsection*{Model answer}

The condition $W>kTL$ is $T<T^*$, where
\begin{equation}
T^*=\frac{W}{k\ln(u_0/v_s)} .
\label{Tstar}
\end{equation}
Here $L=\ln 10^{17}=17\ln10=39.14$, and
\[
T^*=\frac{1.2\ \text{eV}}{(8.617\times10^{-5}\ \text{eV/K})(39.14)}
\simeq 356\ \text{K}\quad(83\,^\circ\text{C}).
\]

The values of $z$, $a$ and $V$ do not enter: they fix how thick the film becomes, not whether the criterion can be met. The barrier correction of part (a) does not move $T^*$ either, because the field vanishes as $X\to\infty$.

The choice of prefactor does matter. With $W$ and $v_s$ held fixed, $u_0=10$ m/s gives $T^*=378$ K and $u_0=1000$ m/s gives 336 K. With $u_0$ and $v_s$ held fixed, $W=1.3$ eV gives 385 K. The figure of 356 K thus belongs to the stated data and criterion; it is not a material constant.

Integrating the irreversible law (\ref{law}) from $X=1$ nm over 31.7 years shows the two sides of its limit. At 345 K the final rate is $3.1\times10^{-16}$ m/s, below $v_s$. At 365 K it is $2.7\times10^{-15}$ m/s, still above $v_s$. These films are so thick that the return jumps of part (e) would lower both rates strongly, so the comparison illustrates the law (\ref{law}) and does not predict real growth.

\section*{(d) Numerical thicknesses}

\textbf{Evaluate $X_L$ at 300 K and describe its variation with temperature. Does growth really end at $X_L$?}

\subsection*{Model answer}

The numerator of (\ref{XL}) is $3\times0.15\times1.5=0.675$ eV\,nm. At 300 K, $kTL=1.012$ eV, so
\[
X_L=\frac{0.675}{1.2-1.012}\ \text{nm}\simeq3.6\ \text{nm},
\qquad
E=\frac{V}{X_L}\simeq4.2\ \text{MV/cm}.
\]
Other temperatures give, from the same formula:
\begin{center}
\begin{tabular}{ccc}
$T$ (K) & $X_L$ (nm) & $E$ (MV/cm)\\
250 & 1.9 & 7.9\\
330 & 7.8 & 1.9\\
350 & 35 & 0.43\\
355 & 267 & 0.056
\end{tabular}
\end{center}
A hotter ion needs less help from the field to maintain the rate $v_s$, so the criterion is met in a weaker field and a thicker film. The last two rows follow from (\ref{XL}), but part (e) shows that its assumptions have failed there. Part (f) shows that the 330 K row already needs an electron path other than tunnelling to keep $V$ constant.

At 300 K the barrier lowering is $w=0.188$ eV. The cosine correction is then 0.006 eV, which reduces $X_L$ from 3.59 to 3.47 nm, about 3\%.

Growth does not end at $X_L$. The stopping rate corresponds to 0.086 nm per day. At 300 K the model film grows from 1 nm to $X_L$ in 4.6 days and reaches 6.6 nm after one year. The limiting thickness marks a chosen slow rate, and a longer observation calls for a smaller $v_s$.

\section*{(e) Ions that return}

\textbf{Allow injected ions to jump back, with equal site occupation on both sides of the barrier. What becomes of the temperature limit?}

\subsection*{Model answer}

Take the barrier to be symmetric, with wells of equal depth, so that both directions see the height $W$ in zero field. The field lowers the forward barrier by $w$ and raises the backward one by $w$. With $y=w/kT=zeaV/(XkT)$, the net rate is
\[
v=u_0e^{-W/kT}\left(e^y-e^{-y}\right)
=2u_0e^{-W/kT}\sinh y .
\]
This tends to zero as $X\to\infty$. Setting it equal to $v_s=u_0e^{-L}$ gives
\[
2\sinh y=e^{W/kT-L},
\qquad
X=\frac{zeaV}{kT\,\operatorname{arsinh}\!\left(\tfrac12e^{W/kT-L}\right)} .
\]
A finite stopping thickness now exists at every temperature. At 300 K it is still 3.59 nm, at $T^*$ it is 46 nm, and at 400 K about 3000 nm. For wells of equal depth, the limit in part (c) is therefore a property of irreversible injection, not a sharp transition. This conclusion depends on the symmetry. If the backward barrier in zero field is $W+D$ with $D>0$, the net rate tends to $u_0e^{-W/kT}(1-e^{-D/kT})$ and a temperature limit survives; if $D<0$, the net rate vanishes at $X=2zeaV/|D|$.

The thick films belong to another regime. For $y\ll1$, $2\sinh y\simeq2y$, so
\[
\frac{dX}{dt}\simeq\frac{2u_0e^{-W/kT}zeaV}{kT}\,\frac1X ,
\]
and $X^2$ grows linearly in time. This is parabolic growth, not the strongly field-driven growth of a thin film.

To locate the change of regime, insert (\ref{XL}) into $y$:
\[
y=\frac{W-kTL}{kT}=L\left(\frac{T^*}{T}-1\right).
\]
Thus $y=1$ at $T=T^*L/(L+1)=347$ K. Neglecting return jumps is well justified at 300 K, where $y=7.3$, but not in roughly the last ten kelvin below $T^*$: equation (\ref{XL}) overstates the stopping thickness by 6\% at 345 K, 12\% at 347 K and 32\% at 350 K.

\section*{(f) Can electrons keep up?}

\textbf{Estimate whether tunnelling can maintain the Mott potential. Take a barrier of 1.5 eV for electrons at the metal side, an effective mass $m=0.4\,m_e$, and an oxide volume $\Omega=0.027\ \text{nm}^3$ per metal ion. Comment on real aluminium.}

\subsection*{Model answer}

Growth needs $z$ electrons for each injected ion. At the stopping rate the required current density is
\[
j_i=\frac{zev_s}{\Omega}
=\frac{3(1.60\times10^{-19}\,\text{C})(10^{-15}\,\text{m/s})}
{2.7\times10^{-29}\,\text{m}^3}
=1.8\times10^{-5}\ \text{A/m}^2 .
\]

The electron barrier rises by $eV$ towards the negative outer surface, so its mean height is $\bar\phi=1.5+0.75=2.25$ eV. For this estimate the tilted barrier is replaced by a flat one of height $\bar\phi$, with decay constant $\kappa=\sqrt{2m\bar\phi}/\hbar=4.86\ \text{nm}^{-1}$; averaging the decay constant itself across the tilted barrier changes it by less than 1\%, yet the tilted barrier still passes about 16\% more current through a 3.6 nm film. An electron with wave number $q$ parallel to the film is transmitted, in the WKB estimate, with probability $\exp(-2X\sqrt{\kappa^2+q^2})$. Summing over parallel states, with $p^2=\kappa^2+q^2$ and $p\,dp=q\,dq$, gives per unit area
\begin{align*}
M&=\int_0^\infty\frac{q\,dq}{2\pi}\,e^{-2X\sqrt{\kappa^2+q^2}}
=\frac1{2\pi}\int_\kappa^\infty p\,e^{-2Xp}\,dp\\
&=e^{-2\kappa X}\left(\frac{\kappa}{4\pi X}+\frac1{8\pi X^2}\right).
\end{align*}
Each parallel state carries a current $e/h$ per unit energy and spin. Let $f$ be the Fermi function. An electron must leave a filled state and find an empty one, which gives a factor $f(1-f)=-kT\,df/d\varepsilon$, whose energy integral is $kT$. The one-way current is therefore
\[
j_e=\frac{2e}{h}\,kT\,M .
\]
This treats the outer surface as a reservoir with matching states; fewer such states would reduce $j_e$. The one-way current is only a convenient scale: the measurable quantity is the net current, which for a small Fermi-level difference $\delta$ is $(2e/h)\,\delta\,M$, so $j_i/j_e$ is the loss of potential in units of $kT/e$.

At 300 K and $X_L=3.59$ nm, $j_e=1.6\times10^{-4}$ A/m$^2$, about nine times $j_i$. The two become equal at 3.8 nm. A Fermi-level difference $\delta$ across the film replaces $kT$ by $\delta$ in the net current, so at that thickness the Mott potential has lost about $kT/e=0.026$ V. Because $M$ falls roughly as $e^{-2\kappa X}$, a further $\ln10/(2\kappa)=0.24$ nm makes the loss roughly ten times larger at the same ion current. Tunnelling alone thus fails to hold $V$ constant soon beyond 3.8 nm. Equation (\ref{XL}) reaches this thickness at 303 K, far below $T^*$. Above that temperature, the predicted thicknesses require another electron path, such as conduction through defects. So does the 6.6 nm film that part (d) gives after one year at 300 K.

For aluminium, a room-temperature oxide a few nanometres thick is of the right rough size, but this agreement does not establish the parameters. Limiting films on aluminium are reported up to roughly 570 K, far above 356 K. With the same $u_0$ and $v_s$ that would need $W\approx1.9$ eV, which gives only about 0.7 nm at 300 K, so the figure of 356 K does not describe real aluminium. The barrier of 1.2 eV is assigned here, and part (c) shows that an error of 0.1 eV moves $T^*$ by 30 K. The assumption of constant $V$ is also at risk: if tunnelling alone must maintain the potential, (\ref{XL}) can be used only up to about 303 K for these numbers, not up to $T^*$. That figure depends on the rough electron data: barriers of 1.0 and 2.0 eV give 309 and 298 K, and masses of $0.25\,m_e$ and $0.7\,m_e$ give 314 and 287 K, so even the 300 K result is not secure. At the thin end, a rough breakdown field of 10 MV/cm is exceeded below 1.5 nm, so the earliest growth also lies outside a secure use of the model. The numerical output below lists the values used.

\section*{Numbers as computed}
\begin{verbatim}
Injection barrier W = 1.20 eV
Rate prefactor u0 = 100 m/s
Stopping rate v_s = 1.0e-15 m/s = 0.0864 nm/day
Ion charge number z = 3
Well-to-top distance a = 0.15 nm
Mott potential V = 1.50 V
Product z e a V = 0.6750 eV nm
Boltzmann constant k = 8.617333e-05 eV/K
Logarithm L = ln(u0/v_s) = 39.1439
Threshold temperature T* = 355.75 K = 82.6 deg C
k T* = 0.03066 eV
T* if u0 were 10 m/s = 378.0 K
T* if u0 were 1000 m/s = 336.0 K
T* if W were 1.3 eV = 385.4 K
T = 250 K: k T L = 0.8433 eV, X_L = 1.89 nm, field = 7.927 MV/cm
T = 300 K: k T L = 1.0119 eV, X_L = 3.59 nm, field = 4.179 MV/cm
T = 330 K: k T L = 1.1131 eV, X_L = 7.77 nm, field = 1.930 MV/cm
T = 350 K: k T L = 1.1806 eV, X_L = 34.81 nm, field = 0.431 MV/cm
T = 355 K: k T L = 1.1975 eV, X_L = 267.15 nm, field = 0.056 MV/cm
Barrier lowering at X_L, 300 K = 0.1881 eV = 7.27 kT
Thick-film rate at 300 K = 6.932e-19 m/s = 5.990e-05 nm/day
Thick-film rate at 400 K = 7.597e-14 m/s = 6.564e+00 nm/day
Time from 1 nm to X_L at 300 K = 4.57 days
Thickness after one year at 300 K = 6.58 nm
Integration time for the two-sided test = 31.7 years
345 K: final X = 368.9 nm, final rate = 3.14e-16 m/s
365 K: final X = 2810.7 nm, final rate = 2.72e-15 m/s
Cosine-barrier correction at 300 K = 0.00598 eV
X_L at 300 K with cosine barrier = 3.47 nm
Temperature where z e a E = kT at X_L = 346.9 K
Stopping thickness with return jumps at 300.0 K = 3.59 nm
Stopping thickness with return jumps at 355.7 K = 45.76 nm
Stopping thickness with return jumps at 400.0 K = 2975.57 nm
Rough breakdown field = 10 MV/cm, exceeded below X = 1.50 nm
Linear law gives zero barrier at X = 0.56 nm
Metal-side electron barrier = 1.50 eV, mean = 2.25 eV
Tunnelling mass = 0.40 m_e, kappa = 4.860 1/nm
Oxide volume per metal ion = 0.027 nm^3
Ion current at stopping rate = 1.78e-05 A/m^2
Electron current at X_L, 300 K = 1.56e-04 A/m^2
Tunnelling keeps up to X = 3.81 nm (at 300 K)
X_L reaches that thickness at T = 303.2 K
\end{verbatim}
